# Why a fixed-N periodic cell hides compressibility from its pair correlation

Suppose a melt of an amorphous oxide has been simulated in a periodic cell of 80 atoms, and its compressibility is wanted from the pair correlation function $g(r)$. The compressibility equation asks for an integral of $g-1$ over all space. The cell is finite, so one must decide where to stop. Using all the available data, out to the corners of the cell, seems the natural choice, but it gives zero compressibility for every material. The reason is a matter of counting, and it also shows where the missing information sits and how to recover it.

## The count that fixes the integral

Let $N$ particles occupy a periodic cell of volume $V$, with density $\rho=N/V$. Define $g_N$ through the density of ordered pairs of different particles, averaged over the cell:

$$\rho^2 g_N(\mathbf r)=\frac1V\Big\langle\sum_{i\ne j}\delta(\mathbf r-\mathbf r_{ij})\Big\rangle .$$

Here $\mathbf r_{ij}$ is the separation folded back into one cell. Each ordered pair then has exactly one separation in the cell, and integration over $\mathbf r$ counts it once. There are $N(N-1)$ such pairs, so

$$\rho^2\int_V g_N\,d\mathbf r=\frac{N(N-1)}V .$$

Division by $\rho=N/V$ leaves $N-1$, the number of partners of one particle. Since $\rho\int_V d\mathbf r=N$,

$$\rho\int_V(g_N-1)\,d\mathbf r=(N-1)-N=-1 .$$

No force law, temperature or equilibrium was used. The result holds for a single snapshot of a glass as well as for a thermal average. It does depend on two conventions:

- The domain is the whole cell. A sphere inscribed in a cube covers only $\pi/6$, about 52%, of its volume, and the count does not apply to it.
- The normalization is $\rho^2$. If the pair density is divided by $N(N-1)/V^2$ instead, $g$ is larger by $N/(N-1)$ and the integral is zero. This number is just as independent of the material.

An oxide has several species. The number of ordered pairs from species $a$ to species $b$ is $N_aN_b-\delta_{ab}N_a$, because a particle is not its own partner. Dividing by $N_a$ and subtracting $N_b$ gives

$$\rho_b\int_V(g_{ab}-1)\,d\mathbf r=-\delta_{ab}.$$

## What the compressibility equation needs

Now let the cell exchange particles with a reservoir at temperature $T$ and chemical potential $\mu$, and set $\rho=\langle N\rangle/V$. The same count gives $\rho^2V\int g\,d\mathbf r=\langle N(N-1)\rangle$. Dividing by $\langle N\rangle=\rho V$,

$$1+\rho\int_V(g-1)\,d\mathbf r
=1+\frac{\langle N^2\rangle-\langle N\rangle}{\langle N\rangle}-\langle N\rangle
=\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}.$$

The integral thus measures fluctuations of particle number. In the open system a state with $N$ particles carries the factor $e^{\mu N/kT}$. Differentiating $\langle N\rangle$ with respect to $\mu/kT$ brings down one more factor $N$ in the numerator and one in the normalization, so the derivative is the variance:

$$\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}=\frac{d\ln\langle N\rangle}{d(\mu/kT)}.$$

For a large one-component system at constant $T$, the Gibbs–Duhem relation is $dP=\rho\,d\mu$. The isothermal compressibility is therefore $\kappa_T=\rho^{-1}d\rho/dP=\rho^{-2}d\rho/d\mu$, and

$$\chi\equiv\rho kT\kappa_T=\frac{kT}{\rho}\frac{d\rho}{d\mu}=1+\rho\int(g-1)\,d\mathbf r .$$

Fixing $N$ sets the variance to zero, and the whole-cell formula reports that zero.

A small lattice gas shows the contrast. On a periodic lattice of $4\times2\times2$ sites with an attraction of $0.15\,kT$ per bond (neighbours along a side of length two share two bonds, one through the periodic boundary), enumeration of all states with five particles gives $-1$ for the density times the sum of $g-1$. With the number free and $\mu/kT=-1.20$, the sum is $-0.127181$. Adding one gives $0.872819$, which agrees with the separately computed derivative $d\ln\langle N\rangle/d(\mu/kT)$.

## Hard rods on a ring

To see where $\chi$ goes, we need a system whose $g_N$ and $g$ are both known. Take $N$ classical rods of length $a$ on a ring of length $L$. They cannot overlap and have no other interaction. The free length is $L_f=L-Na$.

Place one rod anywhere on the ring, which gives a factor $L$. The $N$ gaps are non-negative and add up to $L_f$, so for one order of the rods they span a volume $L_f^{N-1}/(N-1)!$. There are $(N-1)!$ orders of the others, and identical particles require division by $N!$. The configurational partition function is

$$Z=\frac{L\,L_f^{N-1}}{N!}.$$

The pressure follows from

$$\frac{P}{kT}=\frac{\partial\ln Z}{\partial L}=\frac1L+\frac{N-1}{L_f}\;\to\;\frac{\rho}{1-\rho a}$$

for large $N$. Its derivative with respect to $\rho$ is $1/(1-\rho a)^2$. Since $\chi=kT\,d\rho/dP$,

$$\chi=(1-\eta)^2,\qquad \eta=\rho a .$$

For the pair density, fix rods at $0$ and $x$, the second being the $m$-th neighbour of the first. One arc holds $m-1$ rods and has free length $y_m=x-ma$. The other holds $N-m-1$ rods and has free length $L_f-y_m$. Hence

$$\rho^2g_N(x)=\frac1Z\sum_{m=1}^{N-1}\frac{y_m^{m-1}}{(m-1)!}\frac{(L_f-y_m)^{N-m-1}}{(N-m-1)!},$$

where a term counts only if $0<y_m<L_f$. The integral of each term over $y_m$ is a beta integral, $L_f^{N-1}/(N-1)!$. Divided by $Z$ it gives $N/L$, and the $N-1$ terms add up to $N(N-1)/L$, as the count demands.

Now let $N\to\infty$ at fixed $\rho$ and $m$. Write $d=1/\rho$ for the mean spacing and $\ell=d-a$ for the mean gap, so that $L_f=N\ell$. Then $N!/(N-m-1)!\to N^{m+1}$ and $(1-y_m/L_f)^{N-m-1}\to e^{-y_m/\ell}$, which gives

$$\rho g(x)=\sum_{m\ge1}\frac{y_m^{m-1}e^{-y_m/\ell}}{\ell^m(m-1)!},\qquad y_m>0.$$

Each term is the distribution of a sum of $m$ independent spacings, each equal to $a$ plus an exponentially distributed gap. The Laplace transform of one spacing is $\phi(s)=e^{-sa}/(1+s\ell)$, so the transform of $\rho g$ is $\sum_m\phi^m=\phi/(1-\phi)$. For small $s$, $\phi=1-sd+\tfrac12s^2(d^2+\ell^2)-\dots$, because the spacing has mean $d$ and variance $\ell^2$. Therefore

$$\frac{\phi}{1-\phi}=\frac1{1-\phi}-1=\frac1{sd}+\frac{d^2+\ell^2}{2d^2}-1+O(s).$$

The first term is the transform of the constant $\rho$. Removing it, letting $s\to0$ and doubling to include both sides of the particle,

$$1+2\rho\int_0^\infty(g-1)\,dx=\frac{\ell^2}{d^2}=(1-\eta)^2=\chi .$$

The infinite system returns the thermodynamic answer. In this model $\chi$ is the relative variance of the neighbour spacing.

## Where the compressibility went

The difference between $g_N$ and $g$ can be found for a general fluid. An open system is a mixture of fixed-$N$ systems in the same volume. Let $n_2(N)$ be the pair density at a given separation with $N$ particles, and expand about the mean. The linear term averages to zero, so

$$\rho^2g=n_2(N)+\frac12(\chi N)\frac{\partial^2n_2}{\partial N^2}+\dots ,$$

where $N$ now denotes the mean and $\chi N$ is the variance. At fixed volume $\partial/\partial N=V^{-1}\partial/\partial\rho$. To leading order $n_2$ in the second term may be replaced by $\rho^2g$. Dividing by $\rho^2=N^2/V^2$,

$$g_N(\mathbf r)=g(\mathbf r)-\frac{\chi}{2N}\frac{\partial^2}{\partial\rho^2}\big[\rho^2g(\mathbf r)\big]+O(N^{-2}).$$

This assumes a homogeneous fluid with short-ranged correlations, away from a critical point or phase coexistence, so that number fluctuations are small and the expansion is smooth. The counting rule survives outside these conditions; the expansion need not.

For the rods the formula was tested between 0.22 and 0.72 nm at fixed density. The largest remaining error in $g_N$ was $2.246\times10^{-4}$ for $N=160$ and $1.394\times10^{-5}$ for $N=640$. The ratio is 16.11, where a $1/N^2$ law gives 16. This law holds at fixed separation. For a given $N$, the distant oscillations need higher orders of the expansion; the tail derived next is the level about which they swing.

Far from the central particle $g=1$, and the second derivative of $\rho^2$ is 2. The tail therefore lies slightly below one:

$$g_N\simeq1-\frac{\chi}{N}.$$

If one particle is known to be here, only $N-1$ remain for the rest of the cell. For $\chi<1$ the local structure removes $1-\chi$ of a particle from the neighbourhood, and the tail removes the remaining $\chi$. Attraction can make $\chi$ larger than 1; the local structure then adds $\chi-1$, and the tail still removes $\chi$. To leading order the whole-cell balance is

$$\underbrace{(\chi-1)}_{\text{local structure}}+\underbrace{\rho V(-\chi/N)}_{\text{tail}}=-1 .$$

The tail becomes invisible as $N$ grows, but the volume over which it is summed grows at the same rate. The limits must therefore be taken in order: first $N\to\infty$ at fixed range, then the range to infinity.

Two limits show how the balance shifts. For $a\to0$ the rods become an ideal gas with $\chi=1$. There is no local structure, $g_N=1-1/N$ everywhere, and the tail carries the whole $-1$. For $\eta\to1$, with $N\to\infty$ taken first, $\chi\to0$ and the local structure carries it all. At fixed $N$ the order eventually spans the ring, and local structure and tail can no longer be separated: for 80 rods at $\eta=0.95$, $g_N$ still swings between 0.29 and 1.78 at the middle of the ring. The sum cannot tell these cases apart.

## Following the integral around the ring

Take $N=80$, $a=0.204$ nm and $d=0.240$ nm. Then $L=80\times0.240=19.20$ nm, $\eta=0.204/0.240=0.850$ and $\chi=0.150^2=0.0225$. The predicted tail depth is $0.0225/80=2.81\times10^{-4}$. The exact $g_N$, averaged over one spacing at the middle of the ring, lies $2.76\times10^{-4}$ below one, within 2% of the leading-order value. The small difference depends on the averaging window, because oscillations with an amplitude of about half the tail depth survive even there. Shifting the window by up to half a spacing moves it between $-1.7\%$ and $+0.6\%$. These values are centred on a systematic $-0.6\%$, the size of the finite-$N$ correction to the local structure derived at the end of this section.

Define the running integral

$$I(R)=1+2\rho\int_0^R(g_N-1)\,dx .$$

Once $R$ is beyond the structural oscillations, the leading 1 and the local part together give $\chi$, and the tail has removed $2\rho R\,\chi/N=2R\chi/L$. Hence

$$I(R)\simeq\chi\left(1-\frac{2R}{L}\right).$$

| $R$ (nm) | $I(R)$ | straight line |
|---:|---:|---:|
| 1.20 | 0.0985 | 0.0197 |
| 2.40 | 0.0376 | 0.0169 |
| 4.80 | 0.0122 | 0.0113 |
| 7.20 | 0.00570 | 0.00563 |
| 9.60 | 0 | 0 |

The table takes $R$ at whole multiples of the mean spacing, which hides the oscillations. Within half a spacing of 1.20 nm, $I$ swings between $-0.114$ and $0.128$; around 4.80 nm it still varies between 0.0100 and 0.0122. There is no plateau at $\chi$. At short range the oscillations dominate; at long range the integral slides to zero. Dividing by the known bracket repairs the second defect. At 7.20 nm the bracket is $1-14.40/19.20=0.25$, and the recovered value is $0.005695/0.25=0.0228$, which is 1.2% above $\chi$. Moving $R$ by up to half a spacing, with the bracket adjusted, gives values from 2.6% below to 1.3% above $\chi$. Their average over the full spacing is 0.6% below $\chi$, so it is safer to average than to trust a single $R$. In three dimensions the same argument gives the bracket $1-v/V$ for a sphere of volume $v$ inside the cell, again provided that the structure has decayed at its surface.

A second route is the structure factor at a nonzero wavevector $k$ allowed by the cell,

$$S(k)=1+\rho\int_0^L g_N(x)\cos(kx)\,dx .$$

A constant tail integrates to zero against the cosine, so the depression does no harm at leading order. At the smallest value, $k=2\pi/L=0.327$ nm$^{-1}$, the ring gives $S=0.02238$, or 0.54% below $\chi$.

This small difference can be traced. For the infinite line, putting $s=-ik$ in $\phi$ gives

$$S=1+2\,\mathrm{Re}\frac{\phi}{1-\phi}=\frac{1-|\phi|^2}{|1-\phi|^2}
=\frac{k^2\ell^2}{(1-\cos ka)^2+(k\ell+\sin ka)^2}.$$

Expanding the denominator to fourth order in $k$ gives $S\simeq\chi[1+(kd)^2(\eta^3/3-\eta^4/4)]$, which is 0.046% above $\chi$ here. The finite-$N$ correction to the local structure, integrated over $x$, is $-(\chi\rho/2N)\,d^2(\rho\chi)/d\rho^2$. With $\rho\chi=\rho-2a\rho^2+a^2\rho^3$, this equals $-\chi(6\eta^2-4\eta)/2N$, or $-0.584\%$ of $\chi$. The two contributions add up to $-0.54\%$, which is the deficit found.

## An oxide melt and its glass

The rod parameters were chosen to give a spacing like that of an oxide and a $\chi$ at the stiff end of what a hot oxide melt may have; the rods do not model its structure. For molten indium oxide take rough values of 75 atoms/nm$^3$, a bulk modulus $B=100$ GPa and 2300 K. Treated as one component, this gives $\chi=\rho kT/B=0.024$. The modulus is the least certain input. A value of 100 GPa is on the scale of a solid oxide, and oxide melts are usually much softer, often a few tens of GPa; at 30 GPa $\chi$ would be 0.079. The figures below use 100 GPa and so describe the stiff end. An 80-atom cubic cell has an edge of 1.02 nm and a tail depth of about $3\times10^{-4}$. A uniform error of only 0.001 in $g$ changes the whole-cell integral by $80\times0.001=0.08$, or 3.4 times $\chi$; at 30 GPa it would still be about as large as $\chi$ itself. The cell is also only about four spacings wide. A sphere inside it has a radius of at most 0.51 nm. In the rod model $I(R)$ swings between about $-19\chi$ and $+13\chi$ within half a spacing of that distance, which warns against the running integral here, although the decay in three dimensions will differ. The smallest wavevector is 6.15 nm$^{-1}$, where the infinite rod system has $S/\chi=1.18$. For such a cell, pressures computed at several volumes and one temperature give $\kappa_T=-V^{-1}dV/dP$ without this extrapolation. A finite-size error remains: for the ring of 80 rods, this route gives a $\chi$ that is 1.2% too high.

Three further assumptions need checking for a real oxide.

**Equilibrium.** A glass at 300 K retains density fluctuations from the temperature at which its structure froze. The integral $1+\rho\int(g-1)\,d\mathbf r$ then no longer equals $\rho kT\kappa_T$ at the actual temperature. With a rough 1000 K and the same modulus, it would be 0.0104 instead of 0.0031, larger by a factor of 3.3. This supposes that all the fluctuations freeze. Vibrations continue to follow the actual temperature, so the factor indicates a scale and is not a prediction.

**One component.** In a line of freely mixed rods of two lengths, mark the position of each rod by its left end, so that successive spacings stay independent. The spacing variance then gains $c(1-c)\Delta^2$, where $c$ is the fraction of one kind and $\Delta$ the length difference. With $c=0.4$, $\Delta=0.05$ nm and the mean length unchanged, $S(0)$ rises by $0.24\,(0.05/0.24)^2=0.0104$, from 0.0225 to 0.0329. In an ionic melt charge neutrality suppresses composition fluctuations at long wavelength, so free mixing overstates this term there.

**Classical motion.** With a mass density of 7 g/cm$^3$, the sound speed estimated from $B$ alone is 3780 m/s, and the longest wave in the cell has a quantum of 15 meV. The mean-square displacement of a harmonic mode exceeds its classical value by the factor $(u/2)\coth(u/2)$, where $u$ is the quantum divided by $kT$. The excess is 0.05% at 2300 K and 2.9% at 300 K. The shear stiffness of a glass, left out here, raises the sound speed; a shear modulus of 30 to 50 GPa would bring the second figure to 4–5%. Both remain small beside the two estimates above.

The main values are in the numerical output below.

## Computed results

```
LATTICE GASES, EXACT ENUMERATION (dimensionless)
3D lattice: sites 16, fixed N 5
bond attraction/kT 0.15, mu/kT -1.20
fixed N: density * sum(g-1) = -1.0000000000
open N: density * sum(g-1) = -0.127181
open N: chi from d ln<N>/d(mu/kT) = 0.872819
binary AA, AB, BB integrals = -1.000000, 0.000000, -1.000000
HARD RODS ON A RING
N = 80, rod = 0.204 nm, mean spacing = 0.240 nm
ring length = 19.20 nm, packing fraction = 0.850
whole-cell density * integral(g-1) = -1.0000000000
same with N(N-1) normalization = 0.0000000000
chi, closed formula = 0.022500
chi, equation of state = 0.022500
chi, infinite-system g = 0.022500
mid-ring tail depth 1-g = 2.7637e-04
predicted tail depth chi/N = 2.8125e-04
finite-N residual, N=160: 2.246e-04
finite-N residual, N=640: 1.394e-05
residual ratio = 16.11 (1/N^2 law: 16)
R = 1.20 nm: running I = 0.098508, line = 0.019688
R = 2.40 nm: running I = 0.037567, line = 0.016875
R = 4.80 nm: running I = 0.012184, line = 0.011250
R = 7.20 nm: running I = 0.005695, line = 0.005625
R = 9.60 nm: running I = 0.000000, line = 0.000000
chi recovered from I at 7.20 nm = 0.022779
smallest ring k = 0.3272 nm^-1, S(k) = 0.022378
ROUGH MOLTEN INDIUM OXIDE SCALE
atoms = 80, density = 75 nm^-3, edge = 1.022 nm
bulk modulus = 100 GPa, mass density = 7 g/cm^3
chi at 2300 K = 0.0238
tail depth chi/N = 2.98e-04
baseline error in g = 0.001, integral error = 0.080
that integral error / chi = 3.36
SIZES OF NEGLECTED EFFECTS
sound speed estimate = 3780 m/s
smallest cell k = 6.15 nm^-1, phonon energy = 15.3 meV
quantum/classical factor, 2300 K = 1.00050
quantum/classical factor, 300 K = 1.0290
equilibrium chi at 300 K = 0.00311
chi frozen at 1000 K = 0.01035
frozen/equilibrium ratio = 3.33
rod-model S(cell k)/chi = 1.179
rod mixture: fraction = 0.4, length difference = 0.05 nm
added composition term = 0.01042, total S(0) = 0.03292
```
